# The primary C–H/C–D isotope effect from lost stretch zero-point energy: a numerical check

```python
"""Semiclassical primary C-H/C-D kinetic isotope effect (KIE = k_H/k_D).
Result under test: complete loss of a 2900 cm^-1 stretch gives
    KIE ~ exp(dZPE/kT),  dZPE = (nu_H/2)(1 - 1/rho),  rho = sqrt(mu_D/mu_H),
and every harmonic collinear transfer A-X + B -> A + X-B (X = H or D) obeys
    KIE <= sqrt(m_D/m_H) * b(nu_H, nu_D),
    b(x, y) = (y/x) sinh(x/2kT)/sinh(y/2kT).
nu: wavenumber, mu: reduced mass of A-X, kT: thermal energy in cm^-1.
Masses are in u; saddle force constants are in units of the A-X constant.
Tunnelling is left out throughout.
"""
import numpy as np
from scipy import constants as sc

T = 298.0
NU_H = 2900.0
M_A = 12.0
u_kg = sc.physical_constants["atomic mass constant"][0]
m_H = (sc.m_p + sc.m_e) / u_kg
m_D = (sc.physical_constants["deuteron mass"][0] + sc.m_e) / u_kg
me_per_u = u_kg / sc.m_e
joule_per_cm = sc.h * sc.c * 100.0
kT = sc.k * T / joule_per_cm
hartree_cm = sc.physical_constants["Hartree energy"][0] / joule_per_cm


def reduced(m_partner, m_x):
    return 1.0 / (1.0 / m_partner + 1.0 / m_x)


def isotope_ratio(m_partner):
    return np.sqrt(reduced(m_partner, m_D) / reduced(m_partner, m_H))


def simple_kie(rho_value):
    return np.exp(0.5 * NU_H * (1.0 - 1.0 / rho_value) / kT)


def b_factor(x, y):
    return (y / x) * np.sinh(x / (2 * kT)) / np.sinh(y / (2 * kT))


mu_H, mu_D = reduced(M_A, m_H), reduced(M_A, m_D)
rho = isotope_ratio(M_A)
nu_D = NU_H / rho
dzpe = 0.5 * (NU_H - nu_D)
kie_simple = simple_kie(rho)


# --- Levels from a sinc grid, in atomic units, returned in cm^-1 ---
def grid_levels(potential, mass_u, left, right, points):
    x = np.linspace(left, right, points)
    step = x[1] - x[0]
    i = np.arange(points)
    d = i[:, None] - i[None, :]
    safe = np.where(d == 0, 1, d)
    sign = np.where(d % 2 == 0, 1.0, -1.0)
    kin = np.where(d == 0, np.pi**2 / 3, 2.0 * sign / safe**2)
    kin = kin / (2 * mass_u * me_per_u * step**2)
    return np.linalg.eigvalsh(kin + np.diag(potential(x))) * hartree_cm


k_bond = mu_H * me_per_u * (NU_H / hartree_cm)**2


def harmonic(x):
    return 0.5 * k_bond * x**2


lev_H = grid_levels(harmonic, mu_H, -2.0, 2.0, 161)
lev_D = grid_levels(harmonic, mu_D, -2.0, 2.0, 161)
assert abs((lev_H[0] - lev_D[0]) - dzpe) < 0.01
kie_levels = np.exp(-lev_D / kT).sum() / np.exp(-lev_H / kT).sum()
assert abs(kie_levels / kie_simple - 1) < 1e-4

# --- Morse stretch whose H fundamental is 2900 cm^-1 ---
wx_H = 60.0
w_H = NU_H + 2 * wx_H
zpe_morse_H = w_H / 2 - wx_H / 4
zpe_morse_D = w_H / rho / 2 - wx_H / rho**2 / 4
dzpe_morse = zpe_morse_H - zpe_morse_D
kie_morse = np.exp(dzpe_morse / kT)
depth = w_H**2 / (4 * wx_H) / hartree_cm
width = (w_H / hartree_cm) * np.sqrt(mu_H * me_per_u / (2 * depth))


def morse(x):
    return depth * (1 - np.exp(-width * x))**2


mor_H = grid_levels(morse, mu_H, -1.2, 3.0, 181)
mor_D = grid_levels(morse, mu_D, -1.2, 3.0, 181)
assert abs(mor_H[1] - mor_H[0] - NU_H) < 0.05
assert abs(mor_H[0] - mor_D[0] - dzpe_morse) < 0.05


# --- Collinear transition-state theory from Cartesian Hessians ---
def q_vib(nu):
    return 1.0 / (2 * np.sinh(nu / (2 * kT)))


def mode_values(force, stretch_rows, masses):
    hess = stretch_rows.T @ force @ stretch_rows
    root = np.sqrt(np.outer(masses, masses))
    return np.linalg.eigvalsh(hess / root)


ROWS_TS = np.array([[-1.0, 1.0, 0.0], [0.0, -1.0, 1.0]])
ROWS_R = np.array([[-1.0, 1.0]])
scale = NU_H / np.sqrt(1.0 / mu_H)


def collinear(f1, f2, f12, m_B):
    """Return KIE, imaginary (H, D) and real (H, D) saddle wavenumbers."""
    force = np.array([[f1, f12], [f12, f2]])
    weight, imag, real = [], [], []
    for m_x in (m_H, m_D):
        saddle = mode_values(force, ROWS_TS, np.array([M_A, m_x, m_B]))
        react = mode_values(np.eye(1), ROWS_R, np.array([M_A, m_x]))
        imag.append(scale * np.sqrt(-saddle[0]))
        real.append(scale * np.sqrt(saddle[2]))
        nu_react = scale * np.sqrt(react[-1])
        q_saddle = np.sqrt(M_A + m_x + m_B) * q_vib(real[-1])
        q_react = np.sqrt(M_A + m_x) * q_vib(nu_react)
        weight.append(q_saddle / q_react)
    return weight[0] / weight[1], imag, real


bound = np.sqrt(m_D / m_H) * b_factor(NU_H, nu_D)
sym_f, sym_f12 = 0.2, 0.3
kie_sym, im_sym, re_sym = collinear(sym_f, sym_f, sym_f12, M_A)
assert abs(re_sym[0] / re_sym[1] - 1) < 1e-8
assert abs(re_sym[0] / (scale * np.sqrt((sym_f + sym_f12) / M_A)) - 1) < 1e-8
asy = (0.8, 0.05, 0.25)
kie_asy, im_asy, re_asy = collinear(*asy, M_A)
assert kie_asy < kie_sym < bound

rng = np.random.default_rng(7)
n_samples = 2000
largest = 0.0
for _ in range(n_samples):
    f1, f2 = rng.uniform(0.0, 1.0, 2)
    f12 = rng.choice([-1, 1]) * np.sqrt(f1 * f2 + rng.uniform(0.01, 0.3))
    kie, im, re = collinear(f1, f2, f12, rng.uniform(12.0, 100.0))
    factored = im[0] / im[1] * b_factor(NU_H, nu_D) / b_factor(*re)
    assert abs(kie / factored - 1) < 1e-7
    assert 1 - 1e-9 <= im[0] / im[1] <= np.sqrt(m_D / m_H) + 1e-9
    assert re[0] >= re[1] * (1 - 1e-9)
    assert kie <= bound * (1 + 1e-9)
    largest = max(largest, kie)

# --- A softened bend, with the same isotope ratio as the stretch ---
bend_R, bend_TS = 1400.0, 1000.0
n = np.arange(200)


def level_sum(nu):
    return np.exp(-(n + 0.5) * nu / kT).sum()


bend_factor = (level_sum(bend_TS) / level_sum(bend_TS / rho)
               * level_sum(bend_R / rho) / level_sum(bend_R))
bend_zpe = np.exp(0.5 * (bend_R - bend_TS) * (1 - 1 / rho) / kT)
# The exponential omits thermally excited bend levels, a 1 to 2 % effect.
assert abs(bend_zpe / bend_factor - 1) < 0.02
kie_bend = kie_sym * bend_factor
assert kie_bend > bound

kie_135 = simple_kie(1.35)
kie_15 = simple_kie(isotope_ratio(15.0))
rho_inf = np.sqrt(m_D / m_H)
kie_inf = simple_kie(rho_inf)
assert 6 < kie_simple < 7 and 6 < bound < 7
assert 6 < kie_135 < kie_simple < kie_15 < 7 < kie_inf

print(f"temperature: {T:.0f} K")
print(f"C-H stretch: {NU_H:.0f} cm^-1")
print(f"masses H, D, partner A: {m_H:.4f}, {m_D:.4f}, {M_A:.1f} u")
print(f"reduced masses C-H, C-D: {mu_H:.4f}, {mu_D:.4f} u")
print(f"isotope ratio rho: {rho:.4f} (no unit)")
print(f"C-D stretch: {nu_D:.1f} cm^-1")
print(f"zero-point energies C-H, C-D: {NU_H/2:.1f}, {nu_D/2:.1f} cm^-1")
print(f"dZPE: {dzpe:.1f} cm^-1")
print(f"dZPE converted: {dzpe*joule_per_cm*sc.N_A/1000:.2f} kJ/mol")
print(f"kT: {kT:.2f} cm^-1")
print(f"dZPE/kT: {dzpe/kT:.3f} (no unit)")
print(f"u_H, u_D: {NU_H/kT:.2f}, {nu_D/kT:.2f} (no unit)")
print(f"KIE, simple exponential: {kie_simple:.2f} (no unit)")
print(f"KIE, sum over grid levels: {kie_levels:.2f} (no unit)")
print(f"KIE with rho set to 1.35: {kie_135:.2f} (no unit)")
print(f"KIE with partner of 15 u: {kie_15:.2f} (no unit)")
print(f"rho with infinitely heavy partner: {rho_inf:.4f} (no unit)")
print(f"KIE with infinitely heavy partner: {kie_inf:.2f} (no unit)")
print(f"Morse omega, omega*x for H: {w_H:.0f}, {wx_H:.0f} cm^-1")
print(f"Morse ZPE for H, D: {zpe_morse_H:.1f}, {zpe_morse_D:.1f} cm^-1")
print(f"Morse dZPE: {dzpe_morse:.1f} cm^-1")
print(f"Morse KIE: {kie_morse:.2f} (no unit)")
print(f"symmetric saddle f, f12: {sym_f}, {sym_f12} (bond constant)")
print(f"  real stretch H, D: {re_sym[0]:.1f}, {re_sym[1]:.1f} cm^-1")
print(f"  imaginary mode H, D: {im_sym[0]:.1f}i, {im_sym[1]:.1f}i cm^-1")
print(f"  imaginary ratio H/D: {im_sym[0]/im_sym[1]:.4f} (no unit)")
print(f"  factor beyond sinh ratio: {im_sym[0]/im_sym[1]/rho:.4f} (no unit)")
print(f"  KIE: {kie_sym:.2f} (no unit)")
print(f"asymmetric saddle f1, f2, f12: {asy} (bond constant)")
print(f"  real stretch H, D: {re_asy[0]:.1f}, {re_asy[1]:.1f} cm^-1")
print(f"  imaginary mode H, D: {im_asy[0]:.1f}i, {im_asy[1]:.1f}i cm^-1")
print(f"  KIE: {kie_asy:.2f} (no unit)")
print(f"b factor of reactant stretch: {b_factor(NU_H, nu_D):.3f} (no unit)")
print(f"collinear upper bound on KIE: {bound:.2f} (no unit)")
print(f"random saddles tested: {n_samples} (count)")
print(f"largest KIE among them: {largest:.2f} (no unit)")
print(f"bend in reactant, saddle (H): {bend_R:.0f}, {bend_TS:.0f} cm^-1")
print(f"bend factor, level sums: {bend_factor:.3f} (no unit)")
print(f"bend factor, zero-point only: {bend_zpe:.3f} (no unit)")
print(f"KIE, symmetric saddle with bend: {kie_bend:.2f} (no unit)")
print("done: every assertion held")
```

Output:

```
temperature: 298 K
C-H stretch: 2900 cm^-1
masses H, D, partner A: 1.0078, 2.0141, 12.0 u
reduced masses C-H, C-D: 0.9297, 1.7246 u
isotope ratio rho: 1.3620 (no unit)
C-D stretch: 2129.3 cm^-1
zero-point energies C-H, C-D: 1450.0, 1064.6 cm^-1
dZPE: 385.4 cm^-1
dZPE converted: 4.61 kJ/mol
kT: 207.12 cm^-1
dZPE/kT: 1.861 (no unit)
u_H, u_D: 14.00, 10.28 (no unit)
KIE, simple exponential: 6.43 (no unit)
KIE, sum over grid levels: 6.43 (no unit)
KIE with rho set to 1.35: 6.14 (no unit)
KIE with partner of 15 u: 6.65 (no unit)
rho with infinitely heavy partner: 1.4137 (no unit)
KIE with infinitely heavy partner: 7.76 (no unit)
Morse omega, omega*x for H: 3020, 60 cm^-1
Morse ZPE for H, D: 1495.0, 1100.6 cm^-1
Morse dZPE: 394.4 cm^-1
Morse KIE: 6.71 (no unit)
symmetric saddle f, f12: 0.2, 0.3 (bond constant)
  real stretch H, D: 570.8, 570.8 cm^-1
  imaginary mode H, D: 1271.6i, 917.4i cm^-1
  imaginary ratio H/D: 1.3861 (no unit)
  factor beyond sinh ratio: 1.0177 (no unit)
  KIE: 6.54 (no unit)
asymmetric saddle f1, f2, f12: (0.8, 0.05, 0.25) (bond constant)
  real stretch H, D: 1827.6, 1405.4 cm^-1
  imaginary mode H, D: 266.4i, 249.9i cm^-1
  KIE: 2.36 (no unit)
b factor of reactant stretch: 4.719 (no unit)
collinear upper bound on KIE: 6.67 (no unit)
random saddles tested: 2000 (count)
largest KIE among them: 6.64 (no unit)
bend in reactant, saddle (H): 1400, 1000 cm^-1
bend factor, level sums: 1.273 (no unit)
bend factor, zero-point only: 1.293 (no unit)
KIE, symmetric saddle with bend: 8.33 (no unit)
done: every assertion held
```
